# Closing a ferroelectric minor loop through two reversal points: a numerical check

```python
"""Minor ferroelectric loops from scaled and shifted tanh saturation branches.

Result under test: a branch P = m*S(E) + b through two successive reversal
points has m = (P2-P1)/(S(E2)-S(E1)), b = P1 - m*S(E1), where
S(E) = Ps*tanh((E - s*Ec)/(2*delta)), s = +1 for rising and -1 for falling field.
With a history that starts from saturation this rule is exactly a classical
Preisach model (an ensemble of two-state relays plus a reversible part).
E: field in MV/cm; P: switchable polarization in uC/cm2; Ps: saturation value;
Pr: remanence; Ec: coercive field; delta: width. MV/cm * uC/cm2 = J/cm3.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfinv

PS, PR, EC = 24.0, 20.0, 1.0
E1, E2 = -1.2, 1.0
DELTA = EC / np.log((PS + PR) / (PS - PR))
INF = np.inf


def tanh_branch(e, s, ec=EC):
    return PS * np.tanh((e - s * ec) / (2 * DELTA))


def erf_branch(e, s):
    return PS * erf((e - s * EC) * erfinv(PR / PS) / EC)


def scale_offset(point_a, point_b, s, sat=tanh_branch):
    (ea, pa), (eb, pb) = point_a, point_b
    m = (pb - pa) / (sat(eb, s) - sat(ea, s))
    return m, pa - m * sat(ea, s)


def follow(fields, sat=tanh_branch, begin=1):
    """Polarization at successive reversal fields, starting from saturation."""
    stack = [(-begin * INF, -begin * PS), (begin * INF, begin * PS)]
    result = []
    for e in fields:
        s = 1 if e > stack[-1][0] else -1
        while s * (e - stack[-2][0]) >= 0:      # passed point: erase the pair
            del stack[-2:]
        m, b = scale_offset(stack[-1], stack[-2], s, sat)
        p = m * sat(e, s) + b
        stack.append((e, p))
        result.append(p)
    return np.array(result)


def relay_ensemble(fields, n):
    """Explicit sum over n*n relays (up at alpha, down at beta) + reversible part."""
    q = (np.arange(n) + 0.5) / n
    logit = np.log(q / (1 - q))
    alpha = (EC + DELTA * logit)[:, None]
    beta = (-EC + DELTA * logit)[None, :]
    weight = np.where(alpha > beta, (1 - np.exp(-2 * EC / DELTA)) / n**2, 0.0)
    h = np.linspace(-12, 12, 6001)
    x, c = np.exp(h / DELTA), np.exp(EC / DELTA)
    reversible = x / DELTA / ((x + c) * (1 + c * x)) * (h[1] - h[0])
    state = np.ones((n, n))
    result = []
    for e in fields:
        state = np.where(alpha <= e, 1.0, state)
        state = np.where(beta >= e, -1.0, state)
        result.append(PS * ((weight * state).sum()
                            + (reversible * np.sign(e - h)).sum()))
    return np.array(result), weight.sum(), reversible.sum()


# Reversal points and the two branches of the example
assert abs(tanh_branch(0.0, -1) - PR) < 1e-12
P1, P2 = follow([E1, E2])
coef = {}
for s in (1, -1):
    coef[s] = scale_offset((E1, P1), (E2, P2), s)
    matrix = [[tanh_branch(E1, s), 1], [tanh_branch(E2, s), 1]]
    assert np.allclose(coef[s], np.linalg.solve(matrix, [P1, P2]), atol=1e-10)


def loop(e, s):
    return coef[s][0] * tanh_branch(e, s) + coef[s][1]


# Closed forms for scales and height against the history rule
w2 = 2 * DELTA
damp = np.exp(-EC / DELTA)
m_up = damp * np.cosh((E1 - EC) / w2) / np.cosh((E1 + EC) / w2)
m_down = damp * np.cosh((E2 + EC) / w2) / np.cosh((E2 - EC) / w2)
height = (PS * damp * np.sinh((E2 - E1) / w2)
          / (np.cosh((E2 - EC) / w2) * np.cosh((E1 + EC) / w2)))
assert np.allclose([m_up, m_down, height], [coef[1][0], coef[-1][0], P2 - P1])

# The falling branch lies above the rising one for random field limits
rng = np.random.default_rng(4)
for _ in range(300):
    lo = rng.uniform(-2.5, 2.0)
    hi = lo + rng.uniform(0.3, 2.5)
    e = np.linspace(lo, hi, 41)[1:-1]
    mu, bu = scale_offset((lo, 0.0), (hi, 1.0), 1)
    md, bd = scale_offset((lo, 0.0), (hi, 1.0), -1)
    assert np.all(md * tanh_branch(e, -1) + bd > mu * tanh_branch(e, 1) + bu)

# Symbolic: x, y, c are exp(E1/delta), exp(E2/delta), exp(Ec/delta)
x, y, c = sp.symbols("x y c", positive=True)
F = lambda z: z / (z + c)
G = lambda z: z / (z + 1 / c)
from_plus = (1 - G(x)) * (F(y) - F(x)) / (1 - F(x))
from_minus = F(y) * (G(y) - G(x)) / G(y)
assert sp.simplify(from_plus - from_minus) == 0
product = (1 - c**-2) * sp.diff(F(y), y) * sp.diff(G(x), x)
assert sp.simplify(-sp.diff(from_plus, x, y) - product) == 0
edge = sp.diff(from_plus, y).subs(y, x)
assert sp.simplify(edge - 1 / ((x + c) * (1 + c * x))) == 0

# Nested history with erasures: affine rule against explicit relays
history = [E1, E2, -0.7, 0.5, -0.2, 0.3, -0.9, 1.4, -0.4, 0.6, -1.6, 0.2]
affine = follow(history)
deviation = {}
for n in (250, 1000):
    relay, w_irr, w_rev = relay_ensemble(history, n)
    deviation[n] = np.max(np.abs(relay - affine))
    # counting whole cells misplaces each switching edge by up to half a cell
    assert deviation[n] < 3 * PS / n
    assert abs(w_irr + w_rev - 1) < 1 / n
rev_fraction = 2 * EC / DELTA / np.expm1(2 * EC / DELTA)
assert abs(rev_fraction - w_rev) < 1e-6

# Congruent heights hold for tanh and fail for erf (limits 0 and E2)
heights = {}
for name, sat in (("tanh", tanh_branch), ("erf", erf_branch)):
    a = follow([0.0, E2], sat, 1)
    b = follow([E2, 0.0], sat, -1)
    heights[name] = (a[1] - a[0], b[0] - b[1])
assert abs(heights["tanh"][0] - heights["tanh"][1]) < 1e-10
assert abs(heights["erf"][0] - heights["erf"][1]) > 0.05

# Zero crossings and loss per cycle
crossing = {}
integral = {}
for s in (1, -1):
    m, b = coef[s]
    crossing[s] = s * EC + w2 * np.arctanh(-b / (m * PS))
    assert abs(crossing[s] - brentq(lambda e: loop(e, s), E1, E2)) < 1e-9
    ratio = np.cosh((E2 - s * EC) / w2) / np.cosh((E1 - s * EC) / w2)
    integral[s] = m * PS * w2 * np.log(ratio) + b * (E2 - E1)
loss = integral[-1] - integral[1]
assert abs(loss - quad(lambda e: loop(e, -1) - loop(e, 1), E1, E2)[0]) < 1e-8

# Neglected effects, from rough typical inputs
E_SAT, E_BREAK = 3.0, 4.0                      # MV/cm
D_FILM, D_LAYER = 10.0, 0.5                    # nm
K_FILM, K_LAYER = 30.0, 20.0                   # relative permittivities
J_LEAK, T_HALF = 1e-6, 5e-4                    # A/cm2, s
HEAT_CAP, KAPPA = 2.8, 1.0                     # J/(cm3 K), W/(m K)
finite = follow([E_SAT, E1, E2], begin=-1)[1:]
shift = finite - np.array([P1, P2])
assert abs(shift[0] - shift[1]) < 1e-10        # the loop moves rigidly
linear = epsilon_0 * K_FILM * (E2 - E1) * 1e8 * 100
e_layer = (max(abs(P1), abs(P2)) * 0.01 * D_LAYER
           / (epsilon_0 * (K_LAYER * D_FILM + K_FILM * D_LAYER)) / 1e8)
harder = follow([E1, E2], lambda e, s: tanh_branch(e, s, 1.1 * EC))
imprint = follow([E1 + 0.1, E2 + 0.1])
cool_time = (D_FILM * 1e-9)**2 * HEAT_CAP * 1e6 / KAPPA

print(f"Ps {PS:.1f}, Pr {PR:.1f} uC/cm2; Ec {EC:.2f}, delta {DELTA:.4f} MV/cm")
print(f"reversal 1: E {E1:.2f} MV/cm, P {P1:.4f} uC/cm2")
print(f"reversal 2: E {E2:.2f} MV/cm, P {P2:.4f} uC/cm2")
for s, name in ((1, "rising"), (-1, "falling")):
    print(f"{name}: S(E1) {tanh_branch(E1, s):.4f}, "
          f"S(E2) {tanh_branch(E2, s):.4f} uC/cm2")
    print(f"{name}: m {coef[s][0]:.5f}, b {coef[s][1]:.4f} uC/cm2, "
          f"P=0 at {crossing[s]:.4f} MV/cm")
print(f"loop height {height:.4f} uC/cm2; loss {loss:.3f} J/cm3 per cycle")
print(f"reversible Preisach weight {100 * rev_fraction:.2f} %")
print(f"relay minus affine, max: {deviation[250]:.4f} (n=250), "
      f"{deviation[1000]:.4f} (n=1000) uC/cm2")
for name, (a, b) in heights.items():
    print(f"{name} height, 0 to {E2:.1f} MV/cm: {a:.4f} from +sat, "
          f"{b:.4f} from -sat, uC/cm2")
print(f"saturating only to {E_SAT:.1f} MV/cm shifts loop {shift[0]:.3f} uC/cm2")
print(f"linear displacement (eps {K_FILM:.0f}) E1 to E2: {linear:.2f} uC/cm2")
print(f"{D_LAYER} nm layer (eps {K_LAYER:.0f}), {D_FILM:.0f} nm film: "
      f"back field {e_layer:.3f} MV/cm")
print(f"Ec +10 %: P1 {harder[0]:.2f}, P2 {harder[1]:.2f} uC/cm2")
print(f"imprint 0.1 MV/cm: P1 {imprint[0]:.2f}, P2 {imprint[1]:.2f} uC/cm2")
print(f"leakage {J_LEAK:.0e} A/cm2 for {T_HALF * 1e3:.1f} ms: "
      f"{J_LEAK * T_HALF * 1e6:.1e} uC/cm2")
print(f"adiabatic heating {loss / HEAT_CAP:.2f} K per cycle "
      f"(c {HEAT_CAP} J/cm3K); cooling {cool_time * 1e9:.2f} ns")
print(f"largest loop field / breakdown ({E_BREAK:.0f} MV/cm): "
      f"{max(abs(E1), abs(E2)) / E_BREAK:.2f}")
print("E (MV/cm)  P rising  P falling (uC/cm2)")
for e in np.linspace(E1, E2, 12):
    print(f"{e + 0.0:8.2f} {loop(e, 1):10.3f} {loop(e, -1):10.3f}")

# Character plot: u rising, d falling, X both, R reversal point
columns = np.linspace(E1, E2, 45)
top, bottom = int(np.rint(P2)), int(np.rint(P1))
canvas = [[" "] * len(columns) for _ in range(top - bottom + 1)]
for k, e in enumerate(columns):
    for s, mark in ((1, "u"), (-1, "d")):
        row = top - int(np.rint(loop(e, s)))
        canvas[row][k] = mark if canvas[row][k] == " " else "X"
canvas[-1][0] = canvas[0][-1] = "R"
print(f"plot: P (uC/cm2) up, E from {E1:.2f} to {E2:.2f} MV/cm across")
for row, line in enumerate(canvas):
    print(f"{top - row:4d} |" + "".join(line).rstrip())
print("success")
```

Printed output:

```
Ps 24.0, Pr 20.0 uC/cm2; Ec 1.00, delta 0.4170 MV/cm
reversal 1: E -1.20 MV/cm, P -5.6471 uC/cm2
reversal 2: E 1.00 MV/cm, P 9.1006 uC/cm2
rising: S(E1) -23.7557, S(E2) 0.0000 uC/cm2
rising: m 0.62081, b 9.1006 uC/cm2, P=0 at 0.4076 MV/cm
falling: S(E1) -5.6471, S(E2) 23.6066 uC/cm2
falling: m 0.50413, b -2.8002 uC/cm2, P=0 at -0.8034 MV/cm
loop height 14.7477 uC/cm2; loss 15.046 J/cm3 per cycle
reversible Preisach weight 4.00 %
relay minus affine, max: 0.0780 (n=250), 0.0204 (n=1000) uC/cm2
tanh height, 0 to 1.0 MV/cm: 1.8182 from +sat, 1.8182 from -sat, uC/cm2
erf height, 0 to 1.0 MV/cm: 1.8182 from +sat, 1.9374 from -sat, uC/cm2
saturating only to 3.0 MV/cm shifts loop -0.149 uC/cm2
linear displacement (eps 30) E1 to E2: 5.84 uC/cm2
0.5 nm layer (eps 20), 10 nm film: back field 0.239 MV/cm
Ec +10 %: P1 -2.86, P2 8.90 uC/cm2
imprint 0.1 MV/cm: P1 -2.86, P2 12.09 uC/cm2
leakage 1e-06 A/cm2 for 0.5 ms: 5.0e-04 uC/cm2
adiabatic heating 5.37 K per cycle (c 2.8 J/cm3K); cooling 0.28 ns
largest loop field / breakdown (4 MV/cm): 0.30
E (MV/cm)  P rising  P falling (uC/cm2)
   -1.20     -5.647     -5.647
   -1.00     -5.555     -2.800
   -0.80     -5.406      0.047
   -0.60     -5.170      2.595
   -0.40     -4.796      4.659
   -0.20     -4.211      6.200
    0.00     -3.316      7.282
    0.20     -1.983      8.010
    0.40     -0.085      8.484
    0.60      2.457      8.788
    0.80      5.595      8.980
    1.00      9.101      9.101
plot: P (uC/cm2) up, E from -1.20 to 1.00 MV/cm across
   9 |                                 dddddddddddR
   8 |                          ddddddd          u
   7 |                     ddddd                u
   6 |                   dd                   uu
   5 |                ddd                    u
   4 |              dd                      u
   3 |            dd                       u
   2 |           d                       uu
   1 |         dd                       u
   0 |        d                       uu
  -1 |      dd                      uu
  -2 |     d                     uuu
  -3 |    d                   uuu
  -4 |  dd               uuuuu
  -5 | d    uuuuuuuuuuuuu
  -6 |Ruuuuu
success
```
